# Friction on a Unit Charge Screened by s Waves

## Problem

An ion moves slowly through a uniform gas of free electrons of density $n$ at zero temperature. The gas screens it as a unit positive charge, $Z=1$. In the frame of the ion, the electrons see a static spherical potential that scatters s waves alone. The stopping force is $F=Qv$ at small ion speed $v$.

(a) Find the friction coefficient $Q$ when the gas is unpolarized. How does it compare with the largest value that s-wave scattering permits at the same density?

(b) Find $Q$ when all electrons have the same spin and the density is unchanged.

(c) Evaluate the results for a 250 eV proton in a gas with $n=130\ \mathrm{nm^{-3}}$, and judge how far the s-wave assumption can be trusted there.

The model is a mean-field one: independent electrons move in a common screened potential. "Slow" means $v\ll v_F$, where $v_F$ is the Fermi speed. In (b), no electron of the opposite spin is present, not even in a level bound to the ion.

## First estimate by scaling

An electron at the Fermi surface carries momentum $\hbar k_F$. Because of the ion's motion, the momentum flux arriving from the front exceeds that from behind by an amount of order $n\,\hbar k_F\,v$. An ion with cross-section $\sigma$ intercepts a force

$$F\sim n\,\hbar k_F\,\sigma\,v .$$

A strong scatterer with no other length scale should have $\sigma\sim\pi/k_F^2$, a disc whose radius is the reduced Fermi wavelength. With $n=k_F^3/3\pi^2$ for the unpolarized gas,

$$Q\sim \frac{k_F^3}{3\pi^2}\,\hbar k_F\,\frac{\pi}{k_F^2}=\frac{\hbar k_F^2}{3\pi}.$$

In the polarized gas each wave vector holds one electron instead of two, so the Fermi sphere has twice the volume and radius $k_P=2^{1/3}k_F$. The same estimate gives $Q\sim n\hbar\pi/k_P$, smaller by the factor $2^{-1/3}=0.79$. Scaling therefore predicts a modest drop on polarization. It contains no condition that the ion be screened, and that condition decides the matter.

## Exact solution of the model

I set $\hbar=m=1$ until the final formulas, so speeds and wave numbers have the same unit.

### Force from a drifting gas

In the ion's frame the gas drifts with velocity $\mathbf u$, where $u=v$. States of spin $s$ have occupation $f(|\mathbf k-\mathbf u|)$, where $f$ is a step at the Fermi wave number $k_s$. An elastic collision $\mathbf k\to\mathbf k'$ gives the ion momentum $\mathbf k-\mathbf k'$. Averaged over azimuth, this is $\mathbf k(1-\cos\theta)$. Electrons of wave vector $\mathbf k$ arrive with speed $k$, so

$$\mathbf F_s=\int\!\frac{d^3k}{(2\pi)^3}\,f(|\mathbf k-\mathbf u|)\,k\,\sigma_{tr}(k)\,\mathbf k,\qquad \sigma_{tr}=\int(1-\cos\theta)\,|A(\theta)|^2d\Omega ,$$

where $A$ is the scattering amplitude. The Pauli principle would add a factor $1-f(\mathbf k')$. The extra term contains $f(\mathbf k)f(\mathbf k')$, which is symmetric under exchange of $\mathbf k$ and $\mathbf k'$, as is the elastic scattering rate. The momentum $\mathbf k-\mathbf k'$ is antisymmetric, so the extra term integrates to zero.

To first order in $u$,

$$f(|\mathbf k-\mathbf u|)=f(k)-\mathbf u\cdot\hat{\mathbf k}\,f'(k),\qquad f'(k)=-\delta(k-k_s).$$

The isotropic term gives no force. In the second, the angular average of $\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf u)$ is $\mathbf u/3$. Hence

$$\mathbf F_s=\frac{4\pi}{(2\pi)^3}\,\frac{\mathbf u}{3}\,k_s^2\cdot k_s^2\,\sigma_{tr}(k_s)=\frac{k_s^4}{6\pi^2}\,\sigma_{tr}(k_s)\,\mathbf u .$$

One factor $k_s^2$ comes from the volume element and the other from speed times momentum. The force points along the drift, which opposes the ion's motion through the gas.

### Transport cross-section

Write $A=k^{-1}\sum_l(2l+1)a_lP_l(\cos\theta)$ with $a_l=e^{i\delta_l}\sin\delta_l$. Orthogonality of the Legendre polynomials gives

$$\int|A|^2d\Omega=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l=\frac{4\pi}{k^2}\sum_l(l+1)\left[\sin^2\delta_l+\sin^2\delta_{l+1}\right].$$

The last form follows by shifting the index in its second term, which turns $(l+1)\sin^2\delta_{l+1}$ into $l\sin^2\delta_l$. For the part with $\cos\theta$, the needed integral is

$$\int_{-1}^{1}xP_lP_{l+1}dx=\frac{2(l+1)}{(2l+1)(2l+3)},$$

and it couples neighbouring waves alone:

$$\int\cos\theta\,|A|^2d\Omega=\frac{4\pi}{k^2}\sum_l(l+1)\,2\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1}).$$

Subtract this from the previous result and use $\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)=\sin^2(a-b)$:

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_{l\ge0}(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

With s waves alone, $\sigma_{tr}=4\pi\sin^2\delta_0/k^2$. Adding the spins gives

$$Q=\sum_s\frac{k_s^4}{6\pi^2}\,\frac{4\pi\sin^2\delta_s}{k_s^2}=\frac{2}{3\pi}\sum_s k_s^2\sin^2\delta_s ,$$

where $\delta_s$ is the s-wave phase of spin $s$ at its own Fermi wave number.

### Friedel sum rule

Enclose the ion in a large sphere of radius $R$ on which the wavefunction vanishes. Far from the ion the radial function is $\sin(kr-l\pi/2+\delta_l)$, so the allowed wave numbers obey

$$k_jR-\frac{l\pi}{2}+\delta_l(k_j)=j\pi .$$

Let the potential grow continuously from zero, with $\delta_l$ starting at zero. Each level keeps its label $j$, including a level that sinks below zero energy and becomes bound. The distant gas fixes the Fermi wave number. The number of labels below it therefore rises by $\delta_l(k_s)/\pi$, once the integer steps are smoothed by averaging over $R$. Each $l$ has $2l+1$ orientations. The added electrons must neutralize the ion:

$$\frac1\pi\sum_s\sum_l(2l+1)\,\delta_{l,s}(k_s)=Z=1 .$$

The phase here is absolute. For the s wave of one spin, a phase of $\pi$ differs from zero by one whole electron, although both give the same cross-section.

### (a) Unpolarized gas

Both spins see the same potential and share the charge equally. With s waves alone, $2\delta_0/\pi=1$, so

$$\delta_0(k_F)=\frac\pi2,\qquad \sin^2\delta_0=1,\qquad Q_{\max}=\frac{4\hbar k_F^2}{3\pi}.$$

The label "max" needs a proof that covers all polarizations. Let $n_{\uparrow,\downarrow}=n(1\pm\zeta)/2$. Since $k_s^3=6\pi^2n_s$ and $k_F^3=3\pi^2n$, we have $k_{\uparrow,\downarrow}=k_F(1\pm\zeta)^{1/3}$ and

$$\frac{Q}{Q_{\max}}=\frac12\left[(1+\zeta)^{2/3}\sin^2\delta_\uparrow+(1-\zeta)^{2/3}\sin^2\delta_\downarrow\right].$$

Replacing each $\sin^2$ by 1 can only raise the right side. The function $x^{2/3}$ is concave, so the mean of its values at $1+\zeta$ and $1-\zeta$ does not exceed its value at 1. Hence $Q\le Q_{\max}$ for every $\zeta$ and every pair of s phases at fixed density. The unpolarized gas that screens a unit charge reaches this bound.

### (b) Fully polarized gas

One spin must now supply the whole electron: $\delta_0/\pi=1$. Therefore

$$\delta_0(k_P)=\pi,\qquad\sin^2\delta_0=0,\qquad Q=0 .$$

Outside the potential, the wave at the Fermi level is $\sin(k_Pr+\pi)=-\sin k_Pr$. This is the free wave with its sign reversed. The scattering amplitude depends on the phase only through $e^{2i\delta_0}$, which equals 1 here, so the sign has no effect. The ion is fully screened and yet transparent to the electrons that could slow it.

The force need not vanish beyond first order. Keep the potential fixed as $u$ changes, and write $\delta'=d\delta_0/dk$ at $k_P$. Near $k_P$, $\sin^2\delta_0\approx\delta'^2(k-k_P)^2$. With $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf u$, the displaced sphere is occupied for $\mu>\mu_0=(k-k_P)/u$ to leading order. The angular integral is $\int_{\mu_0}^1\mu\,d\mu=(1-\mu_0^2)/2$ within the shell $|\mu_0|<1$ and zero outside it. With $dk=u\,d\mu_0$ and $k^4\sigma_{tr}=4\pi k^2\sin^2\delta_0$,

$$F=\frac{1}{4\pi^2}\,4\pi k_P^2\delta'^2u^3\int_{-1}^{1}\mu_0^2\,\frac{1-\mu_0^2}{2}\,d\mu_0=\frac{2k_P^2\delta'^2}{15\pi}\,u^3 .$$

So "zero friction" means that the term linear in speed is absent. In a real gas the screening also changes with speed, which this frozen potential omits.

### Where the screening electrons sit

A square well that acts on the s wave alone realizes both cases. Let its radius be $a$, its depth $V_0$, and $K^2=k^2+2V_0$. Matching $\sin Kr$ inside to $\sin(kr+\delta_0)$ outside gives

$$\tan(ka+\delta_0)=\frac kK\tan Ka ,$$

with the branch followed continuously from $V_0=0$. For $a=0.06$ nm and the density of part (c), the required phases occur at depths of 38.1 eV (unpolarized) and 210 eV (polarized). The first well has one bound level per spin, at $-2.55$ eV, and the second has one, at $-142$ eV. The net continuum charge follows by integrating the change in continuum density over wave number and radius.

- Unpolarized: two bound electrons and $-1.000$ from the continuum, a total of one.
- Polarized: one bound electron and $0.000$ from the continuum, again one.

In the first case the bound pair overscreens the ion, and the continuum is pushed away by one electron. In the second, the bound electron does all the screening. This split depends on the radius: at $a=0.2$ nm the polarized well holds two levels, and the continuum then supplies $-1$. The level at $-142$ eV is far deeper than the 13.6 eV of a free hydrogen atom, which shows how artificial a potential is needed to obtain $\delta_0=\pi$ at this density and radius.

### Approach to full polarization

For partial polarization the sum rule fixes $\delta_\uparrow+\delta_\downarrow=\pi$. The two values of $\sin^2\delta_s$ are then equal, but their common value depends on the potential. Take the same well for both spins and adjust its depth to satisfy the sum rule at $\zeta=0.999999$. The phases are 0.999 rad for the majority and 2.143 rad for the minority, and $Q/Q_{\max}=0.56$. The value depends on the well: a radius of 0.2 nm gives 0.07.

The reason is a bound level that has only just formed, as the minority phase above $\pi/2$ shows. At very small wave number, the minority phase jumps from near 0 to near $\pi$ as the well passes the depth that first binds a level. At that depth the majority phase is still well below $\pi$, so the sum passes through $\pi$ during the jump. A vanishing density of minority electrons can thus still supply part of the screening charge. The result of (b) requires them to be absent, and a bound level of their spin to stay empty; it is not the automatic limit of $\zeta\to1$.

## (c) Numbers

The Fermi wave number is $k_F=(3\pi^2\times130)^{1/3}=15.67\ \mathrm{nm^{-1}}$. With $\hbar=0.658$ eV fs,

$$Q_{\max}=\frac{4}{3\pi}(0.658)(15.67)^2=68.6\ \mathrm{eV\,fs/nm^2}.$$

A 250 eV proton moves at 219 km/s, or 0.219 nm/fs, which is 0.12 of the Fermi speed. The stopping force is $68.6\times0.219=15.0$ eV/nm. In the polarized gas the linear term is zero.

Integrating over the whole displaced Fermi sphere, with each well held fixed, shows the effect of finite speed. The unpolarized force is 0.5% below the linear law. The polarized force is $4\times10^{-5}$ of the unpolarized maximum for this well. It is proportional to $\delta'^2$ and so depends strongly on the radius: for $a$ between 0.02 and 0.2 nm it lies between about $5\times10^{-7}$ and $3\times10^{-3}$.

### Higher partial waves

The maximum in (a) is one among s-wave scatterers. To see this, take $\delta_0=\pi/2+5t$, $\delta_1=5t$ and $\delta_2=-4t$. The Friedel sum is unchanged, because $5t+3(5t)+5(-4t)=0$. The friction becomes

$$\frac{Q}{Q_{\max}}=1+2\sin^2 9t+3\sin^2 4t ,$$

which exceeds 1 for small nonzero $t$ and equals 1.08 at $t=0.02$. The sum rule by itself sets no such ceiling once other waves take part.

A local attractive potential generally scatters several waves. As an estimate, take the Yukawa form $V=-(e^2/4\pi\varepsilon_0)\,e^{-r/\lambda}/r$, and choose $\lambda$ so that the Friedel sum over $l\le20$ gives one electron. The phases come from Numerov integration of the radial equation.

- Unpolarized: $\lambda=0.044$ nm; $\delta_0,\delta_1,\delta_2=1.01,\ 0.13,\ 0.02$ rad; stopping 9.2 eV/nm.
- Polarized: $\lambda=0.060$ nm; $\delta_0,\delta_1,\delta_2=1.17,\ 0.32,\ 0.10$ rad; stopping 8.0 eV/nm.

In the polarized gas the s wave supplies $1.17/\pi=37\%$ of the screening charge instead of all of it. Its phase stays far from $\pi$, and the zero disappears. This potential is not self-consistent, and it overstates the reduction. A self-consistent screened proton in the local density approximation has $\delta_0=1.16$ rad and a stopping of about 11.6 eV/nm in the unpolarized gas, and $\delta_0=1.31$ rad and about 9.7 eV/nm in the polarized gas. Without exchange and correlation the self-consistent values are 8.8 and 7.6 eV/nm, close to the Yukawa ones. In every case the zero is absent.

### Beside a real metal

The chosen density is roughly that of lead with four valence electrons per atom, and the speed is that of a proton near the end of its range. For the unpolarized case, replacing the s-wave model by the Yukawa estimate lowers the stopping by 39%; self-consistent screening in the local density approximation lowers it by about 23%. Lead also breaks the assumption of uniform density: where the local density is half the mean, $Q_{\max}\propto n^{2/3}$ falls to 0.63 of its value. Collisions with nuclei add about 0.7 eV/nm by the Ziegler–Biersack–Littmark universal formula, 4% of the s-wave maximum. Temperature matters little, since $k_BT/E_F=0.003$ at 300 K with $E_F=9.4$ eV. The largest energy given to one electron in a head-on collision is $2mv(v_F+v)=5.1$ eV. The model leaves out the 5d electrons of lead, which lie roughly 20 eV below the Fermi level. The limit of 5.1 eV holds for free electrons at the Fermi speed. The 5d electrons move faster and can receive more energy in a collision, so this limit does not show that their contribution is small. The model leaves that question open.

The polarized gas at this density is a thought experiment. If a magnetic field acted on the spins alone, emptying one spin band would require a Zeeman splitting equal to the majority Fermi energy, $2\mu_BB=2^{2/3}E_F$, or $B\approx1.3\times10^5$ T. At such a field the orbital motion is also strongly quantized, so only the order of magnitude has meaning.

## Comparison of estimate and solution

For the unpolarized gas, scaling gives the correct dependence $\hbar k_F^2$ but a coefficient four times too small: 3.8 instead of 15.0 eV/nm. The factor is the ratio of the resonant s-wave cross-section $4\pi/k_F^2$ to the assumed disc $\pi/k_F^2$.

For the polarized gas, scaling predicts 0.79 of the unpolarized friction, and the s-wave solution gives zero. The factor 0.79 is the ratio of the two s-wave ceilings, as setting $\zeta=1$ and $\sin^2\delta_\uparrow=1$ in the formula for $Q/Q_{\max}$ shows. Scaling thus assumes the same fraction, one quarter, of the largest s-wave cross-section in both gases. The sum rule gives the whole of it in the first and none in the second.

With all waves of the Yukawa potential included, the ratio of polarized to unpolarized friction is $8.0/9.2=0.87$, much nearer to the scaling estimate than to zero. Self-consistent screening in the local density approximation gives 0.84. In the s-wave model the friction vanishes because one phase carries the whole screening charge and therefore equals $\pi$. In the Yukawa potential several waves share the charge, their phases are not multiples of $\pi$, and the friction remains.

Numbers in the example were calculated in double precision.
